# Perfect phonon transmission through two equal mass impurities in a chain

## Problem

An infinite chain of atoms of mass $m$ and spacing $a$ has nearest-neighbour springs $K$. The atoms at sites $0$ and $N$ are replaced by impurities of mass $(1+e)m$, with $e>-1$ and $e\neq0$. The springs are unchanged, and $N-1$ host atoms lie between the impurities. A phonon of wavevector $q$, with $0<qa<\pi$, arrives from the left. Motion is along the chain, harmonic and undamped.

(a) Find the transfer matrix of one impurity and its energy transmission.

(b) Show with transfer matrices that the pair transmits all the energy if and only if
$$\cot(Nqa)=e\tan\frac{qa}{2}.$$

(c) Find the waves between the impurities at such a point, and explain why nothing is reflected.

(d) How many such points does the band contain? What happens at its edges, and what if the two masses differ?

(e) Two complete planes of heavier atoms lie in a lattice-matched metal film. At normal incidence each atomic plane moves rigidly and acts as one site of the chain. Take $m=100$ u, $K=40$ N/m per atom, $a=0.2$ nm, $e=0.8$ and $N=4$. Find the resonances, work out the second one in full, and estimate how far neglected effects change it.

## Solution

### (a) One impurity

With time factor $e^{-i\omega t}$, Newton's law at a host site is
$$-m\omega^2u_n=K(u_{n+1}+u_{n-1}-2u_n).$$
Write $\theta=qa$. Inserting $u_n=e^{i\theta n}$ gives $2\cos\theta=2-m\omega^2/K$, hence
$$\frac{m\omega^2}{K}=2-2\cos\theta=4\sin^2\frac{\theta}{2}.$$
In the band the group velocity is positive for $0<\theta<\pi$, so $e^{i\theta n}$ carries energy to the right.

At an impurity on site 0 the mass term is multiplied by $1+e$:
$$u_1+u_{-1}-2u_0+(1+e)\frac{m\omega^2}{K}u_0=0.$$
The host part of the mass term combines with $-2u_0$ to give $-2\cos\theta\,u_0$. The extra part moves to the right-hand side:
$$u_1+u_{-1}-2\cos\theta\,u_0=-4e\sin^2\frac{\theta}{2}\,u_0. \tag{1}$$

On the left let $u_n=Ae^{i\theta n}+Be^{-i\theta n}$, and on the right $u_n=Ce^{i\theta n}+De^{-i\theta n}$. Both forms hold at $n=0$, because the host equations at sites $-1$ and $1$ each contain $u_0$. Thus
$$A+B=C+D=u_0,\qquad D-B=-(C-A).$$
In (1), write $2\cos\theta\,u_0=(A+B)(e^{i\theta}+e^{-i\theta})$. The terms of $u_{-1}=Ae^{-i\theta}+Be^{i\theta}$ cancel, and the left side becomes
$$(C-A)e^{i\theta}+(D-B)e^{-i\theta}=2i\sin\theta\,(C-A).$$
Therefore
$$C-A=-\frac{4e\sin^2(\theta/2)}{2i\sin\theta}u_0
=ie\,\frac{2\sin^2(\theta/2)}{\sin\theta}\,u_0.$$
Since $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$, the fraction is $\tan(\theta/2)$. Define
$$g=e\tan\frac{\theta}{2}.$$
Then $C=A+ig(A+B)$ and $D=B-ig(A+B)$, or
$$\begin{pmatrix}C\\D\end{pmatrix}=M\begin{pmatrix}A\\B\end{pmatrix},\qquad
M=\begin{pmatrix}1+ig&ig\\-ig&1-ig\end{pmatrix}.$$
Its determinant is $(1+g^2)-g^2=1$.

If no wave arrives from the right, $D=0$. The second row gives $B/A=ig/(1-ig)$, and $C=A+B$ gives $C/A=1/(1-ig)$. The host is the same on both sides, so energy flux is proportional to squared amplitude with a common factor:
$$T_1=\frac{1}{1+g^2},\qquad R_1=\frac{g^2}{1+g^2}.$$
A single impurity reflects at every wavevector inside the band. Its reflection vanishes as $q\to0$: at fixed amplitude the inertial force of the extra mass falls as $q^2$, but the force in each spring only as $q$.

### (b) Two impurities

Let $\varphi=N\theta=Nqa$. To use the same $M$ at site $N$, the amplitudes must be referred to that site. Because $e^{i\theta n}=e^{i\varphi}e^{i\theta(n-N)}$, this multiplies the right-moving amplitude by $e^{i\varphi}$ and the left-moving one by $e^{-i\varphi}$. The total matrix is
$$S=MPM,\qquad P=\begin{pmatrix}e^{i\varphi}&0\\0&e^{-i\varphi}\end{pmatrix}.$$
First,
$$PM=\begin{pmatrix}(1+ig)e^{i\varphi}&ig\,e^{i\varphi}\\-ig\,e^{-i\varphi}&(1-ig)e^{-i\varphi}\end{pmatrix}.$$
Multiplying by $M$ from the left gives
$$\begin{aligned}
S_{12}&=ig(1+ig)e^{i\varphi}+ig(1-ig)e^{-i\varphi}\\
&=ig\left[2\cos\varphi+ig(2i\sin\varphi)\right]
=2ig(\cos\varphi-g\sin\varphi),\\
S_{22}&=g^2e^{i\varphi}+(1-ig)^2e^{-i\varphi},\\
S_{11}&=(1+ig)^2e^{i\varphi}+g^2e^{-i\varphi}=S_{22}^*,\\
S_{21}&=-ig(1+ig)e^{i\varphi}-ig(1-ig)e^{-i\varphi}=-S_{12}.
\end{aligned}$$

Let $A,B$ now be the amplitudes left of the pair and $C$ the outgoing amplitude on the right, referred to site $N$. With no wave from the right, $0=S_{21}A+S_{22}B$, so
$$\frac{C}{A}=S_{11}-\frac{S_{12}S_{21}}{S_{22}}=\frac{\det S}{S_{22}}=\frac1{S_{22}},$$
because $\det S=(\det M)^2\det P=1$. The same determinant reads $|S_{22}|^2+S_{12}^2=1$. As $S_{12}$ is imaginary, $S_{12}^2=-|S_{12}|^2$, and hence $|S_{22}|^2=1+|S_{12}|^2$. The transmission is
$$\boxed{T=\frac{1}{1+4g^2(\cos\varphi-g\sin\varphi)^2}}$$

Inside the band $g\neq0$, so $T=1$ if and only if $\cos\varphi=g\sin\varphi$. A solution cannot have $\sin\varphi=0$, since then $\cos\varphi=\pm1$. Division by $\sin\varphi$ is therefore allowed and gives $\cot(Nqa)=e\tan(qa/2)$, as required.

These matrices were tested against Newton's law applied site by site, starting from an outgoing wave on the right. For 300 random choices with $N$ from 1 to 9, $e$ from $-0.9$ to $3$ and $qa$ from $0.1$ to $3.0$, the largest difference in amplitudes or transmission was $1.1\times10^{-14}$, for unit incident amplitude.

### (c) The waves between the impurities

At resonance $B=0$. One application of $M$ gives the amplitudes just right of site 0:
$$C'=(1+ig)A,\qquad D'=-igA.$$
The forward and backward intensities, relative to the incident one, are $1+g^2$ and $g^2$. Their difference is 1, as conservation of energy flux requires.

Two waves leave site 0 to the left. The incident wave is reflected with amplitude $igA/(1-ig)$. The backward wave $D'$ passes through the impurity with amplitude $D'/(1-ig)=-igA/(1-ig)$. They cancel. Each impurity still scatters; the pair is transparent through interference.

The transmitted phase follows by inserting $\cos\varphi=g\sin\varphi$ into $S_{22}$. Its real part is $\cos\varphi-2g\sin\varphi=-\cos\varphi$. Its imaginary part is
$$2g^2\sin\varphi-\sin\varphi-2g\cos\varphi=-\sin\varphi.$$
So $S_{22}=-e^{i\varphi}$ and $C/A=-e^{-i\varphi}$.

The condition can also be written
$$Nqa=\left(k-\tfrac12\right)\pi-\arctan g,\qquad k=1,2,\ldots$$
For weak scattering, $|g|\ll1$, the separation is near an odd number of quarter wavelengths, and the two weak reflections cancel. For a strong heavy scatterer, $g\gg1$, the phase approaches $(k-1)\pi$ from above. For $k\geq2$ nearly $k-1$ half wavelengths then fit between the impurities; for $k=1$ their separation is much shorter than half a wavelength.

### (d) Number of resonances, band edges and unequal masses

Let $F(\theta)=\cos N\theta-e\tan(\theta/2)\sin N\theta$, whose zeros are the resonances. The product formulas for cosines and sines give
$$F=\tfrac12\left[(1+e)c_N+(1-e)c_{N-1}\right],\qquad c_n=\frac{\cos[(n+\frac12)\theta]}{\cos(\theta/2)}.$$
Here $c_{-1}=c_0=1$ and $c_{n+1}=2\cos\theta\,c_n-c_{n-1}$, so $c_n$ is a polynomial of degree $n$ in $\cos\theta$. Because $1+e\neq0$, $F$ has degree $N$ and at most $N$ zeros, counted with multiplicity.

At $\theta=k\pi/N$, with $k=0,\ldots,N-1$, $F=(-1)^k$. Each of the $N-1$ intervals between these points therefore contains an odd number of zeros. Near the zone edge put $\theta=\pi-\delta$. Then $\tan(\theta/2)\approx2/\delta$ and $\sin N\theta\approx-(-1)^NN\delta$, so
$$F\to(-1)^N(1+2eN).$$
The last interval begins with the sign $(-1)^{N-1}$. There are three cases:

- If $e>-1/(2N)$, the sign changes there too, and the band has $N$ resonances.
- If $e<-1/(2N)$, the last interval has an even number of zeros. Two would exceed the total allowed, so it has none, and $N-1$ remain.
- If $e=-1/(2N)$, one zero lies at $\theta=\pi$ itself, leaving $N-1$ inside the band.

For $N=4$ the critical value is $-0.125$. A search for zeros of the reflected wave, made from Newton's law alone, found 4 resonances for $e=0.8$, 4 for $e=-0.05$ and 3 for $e=-0.3$.

Neighbouring impurities, $N=1$, give a closed result. With $\tau=\tan(\theta/2)$, the condition is $(1-\tau^2)/(2\tau)=e\tau$, or $\tau^2=1/(1+2e)$. A solution requires $e>-1/2$, in agreement with the count.

As $q\to0$, $g\to0$ and $T\to1$ for any $e$; this is long-wave transparency, not a resonance. At the zone edge $g$ diverges as $1/\delta$, and $T\to0$ unless $F$ vanishes there. In the critical case $F$ has a simple zero in $\cos\theta$ at $-1$, so $F\propto\delta^2$, $gF\to0$ and $T\to1$. At $qa=\pi-0.001$ with $N=4$, $T=0.999993$ for the critical mass but $1.8\times10^{-9}$ for $e=0.8$.

For unequal impurities $g_1$ and $g_2$ at sites $0$ and $N$, the same product gives
$$S_{12}=-(g_1-g_2)\sin\varphi+i\left[(g_1+g_2)\cos\varphi-2g_1g_2\sin\varphi\right].$$
Each factor has the form $M_{22}=M_{11}^*$, $M_{21}=M_{12}^*$, and the product keeps it. With $\det S=1$ this gives $|S_{22}|^2=1+|S_{12}|^2$, so $T=1$ again requires $S_{12}=0$. If $g_1\neq g_2$, the real part vanishes only for $\sin\varphi=0$, and the imaginary part then requires $g_2=-g_1$. Apart from that special case, unequal masses prevent perfect transmission.

### (e) Two heavy planes in a film

From $\omega=2\sqrt{K/m}\sin(qa/2)$, the highest frequency is
$$\nu_{\max}=\frac1\pi\sqrt{\frac Km}=4.940\ \text{THz},\qquad \nu=\nu_{\max}\sin\frac{qa}{2}.$$
The four solutions are:

| $k$ | $qa/\pi$ | $q$ (1/nm) | $\nu$ (THz) | $g$ | $T_1$ |
|---|---|---|---|---|---|
| 1 | 0.1136 | 1.784 | 0.877 | 0.1443 | 0.9796 |
| 2 | 0.3399 | 5.338 | 2.514 | 0.4729 | 0.8173 |
| 3 | 0.5634 | 8.850 | 3.823 | 0.9776 | 0.5113 |
| 4 | 0.7832 | 12.302 | 4.657 | 2.2574 | 0.1640 |

At each of them the pair has $T=1$. At the fourth, one plane alone would transmit only 16%.

For the second resonance $qa=1.06767$ and $Nqa=4.27068$. The two sides of the condition are
$$\cot(4.27068)=0.4729,\qquad 0.8\tan(0.53384)=0.4729.$$
The frequency is $2.51$ THz, or $h\nu=10.4$ meV, and the wavelength is $2\pi/q=1.18$ nm. One plane transmits $1/(1+0.4729^2)=0.817$. Between the planes the forward intensity is $1+0.4729^2=1.224$ and the backward intensity $0.224$, for unit incident intensity.

Between the second and third resonances $T$ falls to $0.247$, at $qa/\pi=0.473$. The sign of $e$ matters as well: at the second root of $\cot(Nqa)=-e\tan(qa/2)$, which is a resonance for light planes with $e=-0.8$, the heavy pair transmits only $0.371$.

**Comparison with a real film.** The chosen spacing, the sound speed of 3.1 km/s and the top frequency near 5 THz are roughly of the size found in heavy metals. They describe no particular metal. The following estimates each change one assumption at the second resonance:

- Springs touching the heavy planes made 10% stiffer move the peak to $qa/\pi=0.351$. The computed peak still reaches $T=1$; at the old wavevector $T=0.973$.
- Second-neighbour springs of $0.1K$, with $K$ held fixed, move the peak to $qa/\pi=0.335$ and $2.83$ THz, again with $T=1$. The frequency rises by about 13% because the added springs stiffen the host; the slightly smaller wavevector acts weakly the other way.
- An assumed phonon lifetime of 10 ps is applied as friction from site 0 to site 4. With the same friction coefficient on every site this gives $T=0.954$. With friction proportional to each atom's mass, so that heavy and host atoms are damped at the same rate, it gives $T=0.943$. The equally damped chain without impurities gives $0.963$, so the planes add a loss of about 0.01 to 0.02, depending on how the damping is assigned to the heavy atoms.
- Replacing 5% of the heavy atoms at random by host atoms gives a mean specular transmission of $0.97$ and a total of $0.99$. This used eight samples of a scalar simple-cubic lattice with $16\times16$ atoms per periodic plane; their specular values had a standard deviation of $0.025$. The result is not converged with the size of the periodic cell: cells of $12\times12$, $20\times20$ and $24\times24$ atoms give a mean specular transmission between $0.997$ and $0.999$. Larger cells of $64\times64$, $96\times96$ and $128\times128$ atoms, with ten, six and three samples, give $0.986$, $0.988$ and $0.993$. In this model the specular loss of an extended film is therefore probably near 1%, but these cells do not fix it more closely than to a factor of about two.

Real films break the assumption of complete, flat planes, and the loss caused by intermixing is known here only roughly, even at 5%. The resonance frequency also depends on the host's force constants and on how they are chosen. The second-neighbour springs assumed above raise it by about 13% at fixed $K$. If all springs are then scaled down by the factor $1.4$ to restore the original sound speed, it lies about 5% below its original value instead. Finally, $T$ describes one phonon mode at normal incidence. The heat conductance of a film involves all angles and frequencies and, in a metal, the electrons. The numerical output below gives the values to more digits than such a comparison deserves.

## Computed values

```
host mass m = 100 u; spring K = 40 N/m; spacing a = 0.2 nm
mass excess e = 0.8; separation N = 4 sites = 0.8 nm
top frequency of the chain = 4.940 THz
sound speed = 3104 m/s
largest error, matrices against Newton's law = 1.1e-14
resonances: number, qa/pi, q (1/nm), frequency (THz), g, T one plane, T two planes
  1  0.1136  1.784  0.877  0.1443  0.9796  1.000000
  2  0.3399  5.338  2.514  0.4729  0.8173  1.000000
  3  0.5634  8.850  3.823  0.9776  0.5113  1.000000
  4  0.7832  12.302  4.657  2.2574  0.1640  1.000000
worked resonance: number 2
qa = 1.06767 rad; N qa = 4.27068 rad
cot(N qa) = 0.47286; e tan(qa/2) = 0.47286
wavelength = 1.177 nm
phonon energy = 10.40 meV
forward intensity between planes = 1.2236 (incident = 1)
backward intensity between planes = 0.2236 (incident = 1)
lowest T between resonances 2 and 3 = 0.2471
  at qa/pi = 0.4730
T where cot(N qa) = -e tan(qa/2), second root = 0.3710
critical light-mass excess -1/(2N) = -0.125
number of resonances for N = 4, e = 0.80: 4
number of resonances for N = 4, e = -0.05: 4
number of resonances for N = 4, e = -0.30: 3
T at qa = pi - 0.001: critical e 0.999993; e = 0.8 1.8e-09
neglected effects at resonance 2:
springs beside planes +10%: peak at qa/pi = 0.3514
  peak T = 1.000000; T at the old qa = 0.9730
second-neighbour springs 0.1 K: peak at qa/pi = 0.3351
  peak T = 1.000000; peak frequency = 2.829 THz
lifetime 10 ps: T with planes = 0.9544
  T of equally damped chain without planes = 0.9633
5% of heavy atoms missing: mean specular T = 0.9712
  spread between 8 samples = 0.0251; mean total T = 0.9856
```
